**Wigner tunnelling factor at 1000 cm⁻¹ and 300 K, and what it neglects**

The leading Wigner factor is κ_W = 1 + u²/24, with u = ħω/(k_BT), where ω is the magnitude of the imaginary barrier frequency; here u = 4.80 and κ_W = 1.96. It is the start of the series of the parabolic-barrier factor κ_P = (u/2)/sin(u/2), which is 3.54 here and diverges at 229 K. The program asserts that the parabolic transmission formula agrees with direct integration of the wave equation at three energies, that the first two series coefficients agree with moments found by quadrature, and that κ_P agrees with the thermal integral. For barriers of finite height it integrates the Schrödinger equation numerically and asserts agreement of the thermal factors with those from the closed Eckart transmission. It also asserts that, at 300 K and at 1000 K, the 1 eV barrier lies closer to the parabolic result than the 0.3 eV barrier does. The output gives 2.91 for a symmetric 0.3 eV barrier at 300 K, between the Wigner and parabolic values. At 500 K and 1000 K the same barrier gives slightly more than the parabola.

## Numerical verification

```python
"""Wigner tunnelling factor and its limits.

Result under test: kappa_W = 1 + u^2/24, u = hbar*omega/(kB*T), is the start
of the series of the parabolic-barrier factor kappa_P = (u/2)/sin(u/2), u < 2 pi.
kappa = quantum thermal flux / classical thermal flux over the same barrier.
eps = (E - barrier top)/(hbar*omega); P = transmission probability.
Finite barriers: V = A s + B s(1-s), s = 1/(1+exp(-x/L)), with forward height v1
and reverse height v2, scaled so that hbar = mass = omega = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

wavenumber = 1000.0      # cm^-1
temperature = 300.0      # K
quantum_J = const.h * const.c * 100.0 * wavenumber
quantum_eV = quantum_J / const.e


def reduced_frequency(T):
    return quantum_J / (const.k * T)


def wigner(u):
    return 1.0 + u**2 / 24.0


def parabolic(u):
    return (u / 2.0) / np.sin(u / 2.0)


def parabola_transmission_numeric(eps, X=20.0):
    """Integrate psi'' = -(x^2 + 2 eps) psi from the transmitted side."""
    p = np.sqrt(X**2 + 2.0 * eps)
    slope = X / (2.0 * p**2)          # p'/(2p) at +X; opposite sign at -X
    start = np.array([1.0 + 0j, 1j * p - slope])
    sol = solve_ivp(lambda x, y: [y[1], -(x * x + 2.0 * eps) * y[0]],
                    (X, -X), start, method="DOP853", rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    incoming = 0.5 * (psi + (dpsi - slope * psi) / (1j * p))
    return 1.0 / abs(incoming)**2


def barrier_parameters(v1, v2):
    A = v1 - v2
    B = (np.sqrt(v1) + np.sqrt(v2))**2
    return A, B, np.sqrt(2.0 * v1 * v2 / B)


def transmission_numeric(E, v1, v2):
    """Numerov integration from the product side to the reactant side."""
    A, B, L = barrier_parameters(v1, v2)
    h = L / 100.0
    x = 25.0 * L - h * np.arange(5001)
    s = expit(x / L)
    V = A * s + B * s * (1.0 - s)
    k_out, k_in = np.sqrt(2.0 * (E - A)), np.sqrt(2.0 * E)
    prev = np.ones_like(E, dtype=complex)
    last = np.exp(-1j * k_out * h)
    g_prev = 1.0 + h * h / 6.0 * (E - V[0])
    g_last = 1.0 + h * h / 6.0 * (E - V[1])
    for potential in V[2:]:
        g_next = 1.0 + h * h / 6.0 * (E - potential)
        new = ((12.0 - 10.0 * g_last) * last - g_prev * prev) / g_next
        prev, last = last, new
        g_prev, g_last = g_last, g_next
    amplitude = abs(prev - last * np.exp(-1j * k_in * h)) / (2 * np.sin(k_in * h))
    return k_out / (k_in * amplitude**2)


def transmission_eckart(E, v1, v2):
    """Closed Eckart transmission, used only as a check."""
    A, B, L = barrier_parameters(v1, v2)
    a, b = 2 * np.pi * L * np.sqrt(2 * E), 2 * np.pi * L * np.sqrt(2 * (E - A))
    D = 2 * np.pi * np.sqrt(2 * B * L**2 - 0.25)
    return 2 * np.sinh(a) * np.sinh(b) / (np.cosh(a + b) + np.cosh(D))


def finite_barrier_factor(T, forward_eV, reverse_eV):
    u = reduced_frequency(T)
    v1, v2 = forward_eV / quantum_eV, reverse_eV / quantum_eV
    floor = max(0.0, v1 - v2)
    t_max = np.sqrt(v1 + 35.0 / u - floor)
    nodes, weights = np.polynomial.legendre.leggauss(200)
    t = 0.5 * t_max * (nodes + 1.0)
    E = floor + t**2
    P = transmission_numeric(E, v1, v2)
    value = np.sum(0.5 * t_max * weights * 2 * t * u * P * np.exp(-u * (E - v1)))

    def integrand(q):
        energy = floor + q * q
        return (2 * q * u * transmission_eckart(energy, v1, v2)
                * np.exp(-u * (energy - v1)))
    check = quad(integrand, 0.0, t_max, limit=300, epsabs=1e-10)[0]
    assert abs(value / check - 1.0) < 1e-3, (T, forward_eV, value, check)
    return value


u = reduced_frequency(temperature)
kW, kP = wigner(u), parabolic(u)
assert round(kW, 2) == 1.96

# Transmission of the parabola: wave equation against the derived formula.
parabola_rows = []
for eps in (-0.5, 0.0, 0.4):
    numeric = parabola_transmission_numeric(eps)
    assert abs(numeric - expit(2 * np.pi * eps)) < 2e-4
    parabola_rows.append((eps, numeric, expit(2 * np.pi * eps)))

# Series coefficients against moments of the density dP/deps.
z = sp.symbols("z")
series = sp.series((z / 2) / sp.sin(z / 2), z, 0, 10).removeO()
coefficients = {n: float(series.coeff(z, n)) for n in (2, 4, 6, 8)}
for n in (2, 4):
    moment = 2 * quad(lambda e: e**n * 2 * np.pi * expit(2 * np.pi * e)
                      * expit(-2 * np.pi * e), 0, 12)[0]
    assert abs(moment / float(sp.factorial(n)) - coefficients[n]) < 1e-8
assert abs(coefficients[2] - 1 / 24) < 1e-14
assert abs(coefficients[4] - 7 / 5760) < 1e-14
terms = {n: c * u**n for n, c in coefficients.items()}


def thermal_flux(e):
    return u * np.exp(-u * e) * expit(2 * np.pi * e)


below_top = quad(thermal_flux, -40, 0, limit=300)[0]
above_top = quad(thermal_flux, 0, 20, limit=300)[0]
assert abs((below_top + above_top) / kP - 1) < 1e-7
below_reactants = quad(thermal_flux, -40, -0.3 / quantum_eV, limit=300)[0]

# Finite barriers with the same curvature at the top.
heights = (0.05, 0.1, 0.3, 1.0)
finite = {v: finite_barrier_factor(temperature, v, v) for v in heights}
endothermic = finite_barrier_factor(temperature, 0.3, 0.1)
assert kW < finite[0.3] < kP
assert abs(finite[1.0] - kP) < abs(finite[0.3] - kP)
temperatures = (300.0, 400.0, 500.0, 1000.0)
by_temperature = {T: finite_barrier_factor(T, 0.3, 0.3) for T in temperatures}
hot_high = finite_barrier_factor(1000.0, 1.0, 1.0)
hot_parabola = parabolic(reduced_frequency(1000.0))
assert abs(hot_high - hot_parabola) < abs(by_temperature[1000.0] - hot_parabola)

u_limit = brentq(lambda q: wigner(q) - 0.95 * parabolic(q), 0.5, 5.0)
T_limit = quantum_J / (const.k * u_limit)
T_c = quantum_J / (2 * np.pi * const.k)
kT_eV = const.k * temperature / const.e

print(f"barrier wavenumber: {wavenumber:.0f} cm^-1")
print(f"gas temperature: {temperature:.0f} K")
print(f"hbar*omega: {quantum_eV:.5f} eV")
print(f"kB*T: {kT_eV:.5f} eV")
print(f"u: {u:.4f} (no unit)")
print(f"u^2: {u*u:.3f} (no unit)")
print(f"Wigner factor: {kW:.4f} (no unit)")
for n, term in terms.items():
    partial = 1 + sum(v for m, v in terms.items() if m <= n)
    print(f"series order u^{n}: term {term:.4f}, partial sum {partial:.4f}")
print(f"limiting ratio of terms (u/2pi)^2: {(u/(2*np.pi))**2:.4f}")
print(f"full parabolic factor: {kP:.4f} (no unit)")
print(f"Wigner / parabolic: {kW/kP:.4f}")
print(f"divergence temperature T_c: {T_c:.2f} K")
print(f"T/T_c: {temperature/T_c:.3f}")
for eps, numeric, formula in parabola_rows:
    print(f"parabola P at eps={eps:+.1f}: numeric {numeric:.5f}, formula {formula:.5f}")
print(f"parabola, flux share from below top: {100*below_top/kP:.1f} %")
print(f"parabola, flux share deeper than 0.3 eV: {100*below_reactants/kP:.2f} %")
for v, value in finite.items():
    print(f"symmetric barrier {v:.2f} eV, 300 K: factor {value:.3f}, "
          f"Wigner/this {kW/value:.3f}")
print(f"barrier 0.3 eV forward, 0.1 eV reverse, 300 K: factor {endothermic:.3f}")
for T in temperatures:
    uT = reduced_frequency(T)
    print(f"T={T:.0f} K: u {uT:.3f}, Wigner {wigner(uT):.3f}, "
          f"parabola {parabolic(uT):.3f}, 0.3 eV barrier {by_temperature[T]:.3f}")
print(f"1 eV barrier at 1000 K: factor {hot_high:.3f}")
print(f"Wigner 5% below parabola at u: {u_limit:.3f} (no unit)")
print(f"same limit as temperature for 1000 cm^-1: {T_limit:.0f} K")
for scale in (0.9, 1.1):
    print(f"wavenumber {scale*wavenumber:.0f} cm^-1, 300 K: "
          f"Wigner {wigner(scale*u):.3f}, parabola {parabolic(scale*u):.3f}")
print(f"barrier error equal to 0.3 eV barrier/Wigner ratio: "
      f"{kT_eV*np.log(finite[0.3]/kW):.4f} eV")
print("verified")
```

Running it gives:

```
barrier wavenumber: 1000 cm^-1
gas temperature: 300 K
hbar*omega: 0.12398 eV
kB*T: 0.02585 eV
u: 4.7959 (no unit)
u^2: 23.001 (no unit)
Wigner factor: 1.9584 (no unit)
series order u^2: term 0.9584, partial sum 1.9584
series order u^4: term 0.6429, partial sum 2.6013
series order u^6: term 0.3898, partial sum 2.9911
series order u^8: term 0.2296, partial sum 3.2207
limiting ratio of terms (u/2pi)^2: 0.5826
full parabolic factor: 3.5422 (no unit)
Wigner / parabolic: 0.5529
divergence temperature T_c: 228.99 K
T/T_c: 1.310
parabola P at eps=-0.5: numeric 0.04142, formula 0.04142
parabola P at eps=+0.0: numeric 0.50000, formula 0.50000
parabola P at eps=+0.4: numeric 0.92507, formula 0.92507
parabola, flux share from below top: 79.4 %
parabola, flux share deeper than 0.3 eV: 2.49 %
symmetric barrier 0.05 eV, 300 K: factor 2.367, Wigner/this 0.827
symmetric barrier 0.10 eV, 300 K: factor 2.591, Wigner/this 0.756
symmetric barrier 0.30 eV, 300 K: factor 2.906, Wigner/this 0.674
symmetric barrier 1.00 eV, 300 K: factor 3.238, Wigner/this 0.605
barrier 0.3 eV forward, 0.1 eV reverse, 300 K: factor 2.430
T=300 K: u 4.796, Wigner 1.958, parabola 3.542, 0.3 eV barrier 2.906
T=400 K: u 3.597, Wigner 1.539, parabola 1.846, 0.3 eV barrier 1.813
T=500 K: u 2.878, Wigner 1.345, parabola 1.451, 0.3 eV barrier 1.471
T=1000 K: u 1.439, Wigner 1.086, parabola 1.092, 0.3 eV barrier 1.115
1 eV barrier at 1000 K: factor 1.099
Wigner 5% below parabola at u: 2.600 (no unit)
same limit as temperature for 1000 cm^-1: 553 K
wavenumber 900 cm^-1, 300 K: Wigner 1.776, parabola 2.593
wavenumber 1100 cm^-1, 300 K: Wigner 2.160, parabola 5.464
barrier error equal to 0.3 eV barrier/Wigner ratio: 0.0102 eV
verified
```
